# When a Metastable Hafnia Nucleus Has the Lower Classical Barrier

## Problem

An amorphous hafnia film can crystallize into a stable phase s or a metastable phase m. Let $\gamma$ be the energy per area of the crystal/amorphous interface, and let $g>0$ be the free energy released per volume of crystal formed. Both phases grow from the same parent at the same temperature, as spheres with sharp interfaces and no strain. The metastable phase has $\gamma_m=0.8\,\gamma_s$.

(a) Show that the nucleation barrier of m is lower than that of s whenever $g_m$ exceeds 71.6 percent of $g_s$.

(b) A film 10 nm thick is annealed at 773 K. Take monoclinic hafnia as s and the polar orthorhombic phase as m, with these rough inputs: $\gamma_s=0.30$ J/m², driving forces $\mu_s=0.300$ eV and $\mu_m=0.240$ eV per formula unit, and formula volumes $v_s=0.0345$ nm³ and $v_m=0.0333$ nm³. Which barrier is lower, and how robust is the answer?

## A tempting solution

A sphere of radius $R$ costs interface energy and gains bulk free energy:

$$W(R)=4\pi R^2\gamma-\frac{4\pi}{3}R^3g .$$

For the stable phase, $W'(R)=8\pi R\gamma-4\pi R^2g$ vanishes at $R_s^*=2\gamma_s/g_s$, where

$$W_s^*=\frac{16\pi\gamma_s^3}{g_s^2}-\frac{32\pi\gamma_s^3}{3g_s^2}=\frac{16\pi\gamma_s^3}{3g_s^2}.$$

Now compare the two phases at this critical size. With $x=g_m/g_s$,

$$\frac{W_m(R_s^*)}{W_s^*}=\frac{16\pi(0.8)-\frac{32\pi}{3}x}{\frac{16\pi}{3}}=2.4-2x .$$

This is below one when $x>0.70$, so the threshold appears to be 70 percent.

## Where it fails

The algebra is right, but $W_m(R_s^*)$ is not the barrier of m. A barrier is the maximum of a phase's own work curve, and the metastable curve generally peaks at another radius. Take $x=0.71$. At $R_s^*$ the metastable nucleus costs $2.4-1.42=0.98$ of the stable barrier, but its own maximum lies at a radius larger by the factor $0.8/0.71=1.13$. There, as derived below, the cost is $0.512/0.71^2=1.016$ of the stable barrier. The tempting criterion therefore picks the wrong phase.

The size of the error follows from subtracting the two ratios:

$$\frac{0.512}{x^2}-(2.4-2x)=\frac{2(x-0.8)^2(x+0.4)}{x^2}\ge 0 .$$

The comparison at a common radius underestimates the metastable barrier except at $x=0.8$, where the critical radii coincide. The condition $x>0.70$ is necessary but not sufficient.

## Solution of (a)

Each phase must be taken at its own stationary point, $R^*=2\gamma/g$. There $W''=8\pi\gamma-8\pi R^*g=-8\pi\gamma<0$, so the point is a maximum, and

$$W^*=\frac{16\pi\gamma^3}{3g^2}.$$

The barrier ratio is

$$\frac{W_m^*}{W_s^*}=\frac{(0.8)^3}{x^2}=\frac{0.512}{x^2}.$$

Since $x>0$, this is below one if and only if

$$x>\sqrt{0.512}=0.8^{3/2}=0.71554 .$$

Any $x$ above 0.716 satisfies this, which proves the claim. At $x=0.716$ the ratio is 0.9987, so 71.6 percent is the threshold rounded up.

For a general interface ratio $q=\gamma_m/\gamma_s$, the same steps give $x>q^{3/2}$. If $q=1$, the metastable phase has the lower barrier only if its driving force per volume is larger than that of the stable one. The threshold is 0.784 for an interface energy 15 percent lower and 0.650 for one 25 percent lower, so an uncertain $\gamma$ matters.

The sphere is not essential. For a fixed shape of size $L$, write $W=AL^2\gamma-BL^3g$, where $A$ and $B$ are shape constants. Then $W'=0$ gives $L^*=2A\gamma/(3Bg)$, and

$$W^*=\frac{4A^3\gamma^3}{9B^2g^2}-\frac{8A^3\gamma^3}{27B^2g^2}=\frac{4A^3\gamma^3}{27B^2g^2}.$$

A common shape factor cancels from the ratio. For faceted crystals, lowering every facet energy by 20 percent leaves the facet ratios, and hence the equilibrium shape, unchanged. The threshold then stands. If the two phases have different shapes, their factors $A^3/B^2$ must be kept.

## Solution of (b)

The criterion needs driving forces per volume, $g=\mu/v$:

$$g_s=\frac{0.300}{0.0345}=8.696,\qquad g_m=\frac{0.240}{0.0333}=7.207\ \text{eV/nm}^3 .$$

Thus $x=0.829$, above the threshold. In terms of formula units the condition is $\mu_m/\mu_s>0.71554\,v_m/v_s=0.691$, and the given ratio is 0.800. The denser metastable crystal gains a little from the conversion.

With $\gamma_s=1.8725$ eV/nm² and $\gamma_m=1.4980$ eV/nm²,

$$W_s^*=\frac{16\pi(1.8725)^3}{3(8.696)^2}=1.45\ \text{eV},\qquad W_m^*=\frac{16\pi(1.4980)^3}{3(7.207)^2}=1.08\ \text{eV}.$$

The metastable barrier is lower by 0.37 eV, or about 25 percent of the stable barrier. With the other inputs fixed, the advantage survives up to a polymorph gap $\mu_s-\mu_m=0.300(1-0.691)=0.093$ eV per formula unit. Alternatively, at the given gap, it survives for $q<x^{2/3}=0.88$.

### From barrier to rate

Let $N_n=N_0e^{-W(n)/kT}$ be the equilibrium number of nuclei with $n$ formula units, $c_n$ the actual number, and $\beta_n$ the attachment rate. Detailed balance gives the steady flux $J=\beta_nN_n(c_n/N_n-c_{n+1}/N_{n+1})$. Divide by $\beta_nN_n$ and sum over $n$. The right side telescopes to one, because $c_n/N_n$ runs from one for small nuclei to zero for large ones. Expanding $W$ to second order about its maximum $n^*$ and replacing the sum by a Gaussian integral gives

$$J\simeq \beta_{n^*}N_0\sqrt{\frac{-W''(n^*)}{2\pi kT}}\;e^{-W^*/kT}.$$

A sphere of $n$ units has $W(n)=an^{2/3}-\mu n$ with $a=(36\pi)^{1/3}v^{2/3}\gamma$. Hence $W''(n^*)=-\tfrac29 a\,n^{*-4/3}$, and the square root scales as $a^{1/2}n^{*-2/3}$. If the attachment rate per surface site is the same for both phases, $\beta_{n^*}$ scales as $n^{*2/3}$. The prefactor then scales as $a^{1/2}$, that is, as $\gamma^{1/2}v^{1/3}$. With equal $N_0$ and $kT=0.0666$ eV,

$$\frac{J_m}{J_s}=0.884\,e^{0.3705/0.0666}\approx 230 .$$

The exponential dominates. The number depends on how the populations are normalized. The sphere formula gives $W(1)=0.66$ eV for s and 0.51 eV for m, so equal $N_0$ already gives m about 9.5 times more one-unit nuclei. If the two phases are instead given equal populations at $n=1$, which replaces $W(n)$ by $W(n)-W(1)$, the ratio falls to about 24. Either ratio concerns homogeneous nucleation, not the phase finally found in the film.

### Lower barrier, higher final free energy

At equal $n$, the two work curves cross where $(a_s-a_m)n^{2/3}=(\mu_s-\mu_m)n$. Therefore

$$n_x=36\pi\left[\frac{v_s^{2/3}\gamma_s-v_m^{2/3}\gamma_m}{\mu_s-\mu_m}\right]^3\approx 43 .$$

Below this size the interface term makes m the lower in free energy; above it the bulk term favours s. The critical nuclei contain only about 9 and 10 units, so m can nucleate more easily and still become unstable against s as it grows. For an unstrained particle still surrounded by the amorphous parent, survival of m beyond this size (a diameter of about 1.4 nm) requires a kinetic obstacle to conversion. In a fully crystallized film the interfaces are grain boundaries and electrodes, whose energies are not part of this model, so $n_x$ does not give the crossover size there.

## What could reverse the answer

**Strain.** Crystallization shrinks the material. Suppose a sphere with linear misfit $\epsilon$ sits in an infinite isotropic medium with the same shear modulus $G$, bulk modulus $K$ and Poisson ratio $\nu$. The radial displacement is $br$ inside and $bR^3/r^2$ outside. The elastic strain inside is $b-\epsilon$ in each direction, with energy density $\tfrac92K(b-\epsilon)^2$. Outside, the strains are $-2bR^3/r^3$ radially and $bR^3/r^3$ in the two transverse directions. They have zero trace and energy density $6Gb^2R^6/r^6$, which integrates to $8\pi Gb^2R^3$. Per volume of the sphere, the total is

$$e=\tfrac92K(b-\epsilon)^2+6Gb^2 .$$

Minimizing gives $b=3K\epsilon/(3K+4G)$ and $e=18KG\epsilon^2/(3K+4G)$. Inserting $K=2G(1+\nu)/[3(1-2\nu)]$ yields

$$e=\frac{2G(1+\nu)}{1-\nu}\,\epsilon^2 .$$

Take roughly $G=80$ GPa, $\nu=0.30$ and an amorphous formula volume of 0.0364 nm³. The misfits $(v/0.0364\ \text{nm}^3)^{1/3}-1$ are $-1.8$ percent for s and $-2.9$ percent for m, costing 0.58 and 1.59 eV/nm³. If none of this strain relaxes,

$$x=\frac{7.207-1.585}{8.696-0.582}=0.693,$$

which is below the threshold: the stable phase now has the lower barrier. In this small-misfit estimate, equality occurs when both phases retain 84 percent of their unrelaxed strain energy. The estimate ignores the difference between the crystal volume and the amorphous volume it replaces; measuring the inner strain from the crystal's own free size and counting the energy per crystal volume moves equality to about 77 percent. Both figures use the interface area of the unstrained crystal; if $\gamma$ refers to the area of the stretched nucleus, equality moves further, to roughly 71 percent. The reversal is also sensitive to the amorphous density: with a formula volume of 0.0360 nm³ instead of 0.0364 nm³, the fully strained ratio is 0.719, too close to the threshold for this estimate to decide the order. Stiffness matters as well. In $e=18KG\epsilon^2/(3K+4G)$, $K$ belongs to the crystal and $G$ to the matrix. If the amorphous matrix is softer, m can keep the lower barrier even at full strain. At unchanged $K$ this requires $G$ below about 61 GPa in the small-misfit estimate, or below about 54 GPa when the inner strain is measured from the crystal's free size and the energy is counted per crystal volume (about 49 GPa if, in addition, $\gamma$ refers to the stretched area). The density that helped m in the conversion to volume hurts it here.

**Electrodes.** On a flat electrode the nucleus is a spherical cap. Let $\theta$ be the contact angle measured through the crystal, and $c=\cos\theta$. The curved area is $2\pi R^2(1-c)$. By Young's equation, replacing the parent/electrode interface by crystal/electrode changes the energy by $-\gamma c$ per area, over a base of area $\pi R^2(1-c^2)$. The surface term is therefore $\pi R^2\gamma(2-3c+c^3)$. The volume is $\pi R^3\int_c^1(1-z^2)\,dz=\tfrac{\pi}{3}R^3(2-3c+c^3)$. Both are the full-sphere values times

$$f(\theta)=\frac{2-3c+c^3}{4}=\frac{(2+c)(1-c)^2}{4},$$

so the barrier is multiplied by $f$. Equal angles leave the threshold unchanged, but they also multiply the barrier difference by $f$: at $90^\circ$ for both phases the Boltzmann factor favouring m falls from 260 to 16. If s has $\theta=90^\circ$, its barrier is halved to 0.73 eV, and m loses its advantage once its own angle exceeds about $103^\circ$.

**Interface width.** The critical radii are 0.43 nm for s and 0.42 nm for m, so a sharp interface is a severe idealization. Let $\gamma(R)=\gamma(1-2\delta/R)$, where the length $\delta$ measures the size dependence. Then

$$W=4\pi\gamma(R^2-2\delta R)-\frac{4\pi}{3}R^3g,$$

and $W'=0$ gives $gR^2-2\gamma R+2\gamma\delta=0$. For $\delta<\gamma/(2g)$, the larger root, $R=[\gamma+\sqrt{\gamma^2-2\gamma\delta g}]/g$, is the maximum. For positive $\delta$ the formula makes $\gamma(R)$ negative at $R<2\delta$, where it has no physical meaning, so the barriers below are measured from $W=0$. A common $\delta=0.05$ nm lowers the barriers to 0.51 eV for s and 0.35 eV for m; $\delta=-0.05$ nm raises them to 2.52 and 1.91 eV. The order survives in both cases, although the absolute barriers change greatly. If the correction acts on s alone, however, $\delta=0.019$ nm is enough to make the barriers equal. The metastable phase must therefore have a sufficiently lower effective interface energy at nucleus size, not merely for flat interfaces.

## Reading the hafnia numbers

The interface energies are assumed, and the driving forces are rough. The stable critical diameter is about 9 percent of the film thickness, so a nucleus fits easily within the film, but electrodes can still act as nucleation sites. Dopants, retained strain and unequal wetting can all break the assumptions, and the last two can reverse the order at the values found above. If the film first crystallizes into the tetragonal phase and becomes polar on cooling, the tetragonal phase's $\gamma$, $\mu$ and $v$ must be used for m.

For these inputs, without strain and with equal wetting, the classical model favours nucleation of the metastable phase. With critical nuclei of about ten formula units, the 230-fold rate ratio, which holds for full spheres and equal $N_0$, is an illustration of the exponential, not a prediction for a particular film. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
Threshold driving-force ratio, formula: 0.71554
Threshold from numerical barriers: 0.71554
Threshold for faceted box: 0.71554
Barrier ratio at driving-force ratio 0.716: 0.99872
Threshold for 15 percent lower interface energy: 0.7837
Threshold for 25 percent lower interface energy: 0.6495
Anneal temperature: 773 K; kT: 0.06661 eV
Film thickness: 10.0 nm
Stable interface energy: 0.30 J/m2
Stable interface energy, converted: 1.8725 eV/nm2
Metastable interface energy: 1.4980 eV/nm2
Stable driving force: 0.300 eV per formula unit
Polymorph gap: 0.060 eV per formula unit
Metastable driving force: 0.240 eV per formula unit
Formula volume, stable: 0.0345 nm3
Formula volume, metastable: 0.0333 nm3
Formula volume, amorphous: 0.0364 nm3
Driving force per volume, stable: 8.6957 eV/nm3
Driving force per volume, metastable: 7.2072 eV/nm3
Example driving-force ratio per volume: 0.8288
Threshold ratio per formula unit: 0.6907
Critical radius, stable: 0.4307 nm
Critical radius, metastable: 0.4157 nm
Stable critical diameter / film thickness: 0.0861
Formula units in critical nucleus, stable: 9.70
Formula units in critical nucleus, metastable: 9.04
Barrier, stable: 1.4547 eV = 21.84 kT
Barrier, metastable: 1.0842 eV = 16.28 kT
Barrier ratio, metastable/stable: 0.7453
Barrier difference, stable minus metastable: 0.3705 eV
Largest interface-energy ratio for advantage: 0.8824
Largest polymorph gap for advantage: 0.0928 eV per formula unit
Equal-free-energy size: 42.77 formula units
Rate prefactor ratio, metastable/stable: 0.8839
Boltzmann rate ratio, metastable/stable: 260.3
Total rate ratio, metastable/stable: 230.1
Shear modulus: 80 GPa; Poisson ratio: 0.30
Linear misfit, stable: -1.771 percent
Linear misfit, metastable: -2.923 percent
Unrelaxed strain energy, stable: 0.5818 eV/nm3
Unrelaxed strain energy, metastable: 1.5851 eV/nm3
Driving-force ratio with full strain: 0.6929
Retained strain-energy fraction at equality: 0.8428
Hemispherical stable barrier: 0.7274 eV
Metastable contact angle at equality: 103.41 deg
Common interface length shift: +/-0.050 nm
Positive shift barriers, stable/metastable: 0.5058/0.3535 eV
Negative shift barriers, stable/metastable: 2.5230/1.9105 eV
Barrier ratio, positive shift: 0.6989
Barrier ratio, negative shift: 0.7573
Stable-only length shift at equality: 0.01870 nm
```
